# Thermal Stress in a Film Cooled on a Thick Substrate

## Problem

A crystalline film is grown hot on a thick wafer. At the growth temperature the film is relaxed, meaning that it carries no stress. Film and wafer are then cooled together by 1000 K, and the film stays bonded. Averaged over this interval, the film's coefficient of linear expansion exceeds the wafer's by $2\times10^{-6}$ per K. The film's biaxial modulus, defined in hint 3, is 450 GPa.

(a) What elastic strain does the film carry in its plane after cooling, and with what sign?

(b) What is the stress in the film, and is it tensile or compressive?

(c) By how much does this stress change the film's thickness, if Poisson's ratio is 0.2?

(d) Which assumptions matter most for the answer to (b)?

Take both materials as linearly elastic and the film as isotropic. The temperature is uniform at the start and at the end. Nothing flows plastically, cracks or peels. The wafer is so much thicker than the film that the film cannot noticeably compress or bend it. The stress is wanted far from the film's edges.

Strains and stresses are positive in tension. The temperature change is $\Delta T=T_{\rm final}-T_{\rm growth}$, which is negative here. The subscripts $f$ and $s$ stand for film and substrate.

## Hints

1. Imagine the film detached from the wafer and cooled. Compare its new length with that of the cooled wafer. What must be done to the film before it can be put back?

2. A free body that contracts on cooling has a strain but no stress. Stress comes from the difference between the actual strain and the free thermal strain.

3. The film is stretched along two directions at once, and its top surface is free. Write Hooke's law for equal stresses along $x$ and $y$ and no stress along $z$. The ratio of in-plane stress to in-plane elastic strain in this state is the biaxial modulus $M$.

4. For part (c), use the third line of Hooke's law. A vanishing stress along $z$ does not mean a vanishing strain along $z$.

5. For part (d), ask what each assumption does to the elastic strain. Any error in that strain is multiplied by $M$.

## Solution

### (a) The elastic strain

Let $\alpha_f$ and $\alpha_s$ be the mean expansion coefficients over the cooling interval. A detached film would acquire the thermal strain $\alpha_f\Delta T$, and a bare wafer $\alpha_s\Delta T$. Both are negative on cooling.

The bonded film must follow the wafer. Since the wafer is taken as too thick to be deformed by the film, the total in-plane strain of the film is the wafer's free thermal strain:

$$\varepsilon_{\rm total}=\alpha_s\Delta T .$$

The total strain is the sum of the film's own thermal strain and its elastic strain $\varepsilon$:

$$\alpha_s\Delta T=\alpha_f\Delta T+\varepsilon .$$

Solving for the elastic part gives

$$\varepsilon=\alpha_s\Delta T-\alpha_f\Delta T=-(\alpha_f-\alpha_s)\Delta T .$$

There are two negative factors here, the leading sign and $\Delta T$, so $\varepsilon$ is positive when $\alpha_f>\alpha_s$. The film would like to become shorter than the wafer allows, and is therefore held stretched.

For numbers, take $\alpha_f=5.6\times10^{-6}$ and $\alpha_s=3.6\times10^{-6}$ per K, which have the required difference. The free thermal strains are $-0.0056$ for the film and $-0.0036$ for the wafer, so

$$\varepsilon=-0.0036-(-0.0056)=+0.0020 .$$

Both materials have become shorter than they were at growth. The film is nevertheless in tension, because stress is set by its length relative to its own free length at the final temperature.

If the coefficients vary with temperature, the same argument applied to each small temperature step gives

$$\varepsilon=-\int_{T_{\rm growth}}^{T_{\rm final}}(\alpha_f-\alpha_s)\,dT .$$

This is why the mean difference over the whole interval is needed. A room-temperature difference may be a poor substitute for it.

### (b) The stress

Let $E$ be Young's modulus of the film and $\nu$ its Poisson ratio. Hooke's law for the elastic strains along the two in-plane axes is

$$\varepsilon_x=\frac{\sigma_x-\nu\sigma_y-\nu\sigma_z}{E},\qquad
\varepsilon_y=\frac{\sigma_y-\nu\sigma_x-\nu\sigma_z}{E}.$$

The wafer contracts equally in both directions, so $\varepsilon_x=\varepsilon_y=\varepsilon$. Subtracting the second equation from the first gives

$$0=\frac{(1+\nu)(\sigma_x-\sigma_y)}{E},$$

and hence $\sigma_x=\sigma_y=\sigma$. The top surface is free, so $\sigma_z=0$ there. Far from the edges nothing varies along $x$ or $y$, and force balance along $z$ then reduces to $d\sigma_z/dz=0$. Thus $\sigma_z$ vanishes through the whole film, and the first equation becomes

$$\varepsilon=\frac{\sigma-\nu\sigma}{E}=\frac{1-\nu}{E}\,\sigma .$$

Therefore

$$\sigma=M\varepsilon,\qquad M=\frac{E}{1-\nu}.$$

Inserting the strain from part (a) gives

$$\boxed{\sigma=-M(\alpha_f-\alpha_s)\Delta T}$$

and, with the given values,

$$\sigma=450\ {\rm GPa}\times(2\times10^{-6}\ {\rm K^{-1}})\times1000\ {\rm K}=0.9\ {\rm GPa}.$$

The stress is positive, hence tensile. With constant coefficients and modulus it builds up in proportion to the cooling, by 0.9 MPa for each kelvin.

Neither thickness appears in this result. A thicker film stores more energy and pulls harder on the wafer, but its stress is the same as long as the wafer remains effectively rigid. If the two coefficients are equal, the stress vanishes however far the pair is cooled. If the film has the smaller coefficient, the sign reverses and cooling puts it in compression.

The biaxial modulus must not be replaced by Young's modulus. Here $E=M(1-\nu)=450\times0.8=360$ GPa, and $E\varepsilon$ would be 0.72 GPa. That is the stress in a film stretched by $\varepsilon$ along one axis and free to contract along the other. The bonded film is instead stretched by the same $\varepsilon$ along the second axis as well, which raises the stress by the factor $1/(1-\nu)=1.25$. Merely preventing the contraction, with zero strain along the second axis, would raise it only by $1/(1-\nu^2)=1.04$.

### (c) The change of thickness

The third line of Hooke's law, with $\sigma_x=\sigma_y=\sigma$ and $\sigma_z=0$, is

$$\varepsilon_z=\frac{0-\nu\sigma-\nu\sigma}{E}=-\frac{2\nu\sigma}{E}.$$

Substituting $\sigma=E\varepsilon/(1-\nu)$ cancels $E$:

$$\varepsilon_z=-\frac{2\nu}{1-\nu}\,\varepsilon
=-\frac{2\times0.2}{0.8}\times0.0020=-0.0010 .$$

The stress thins the film by 0.10 percent. This comes on top of the free thermal contraction of $-0.0056$, so the total thickness strain since growth is $-0.0066$. A comparison with an unstressed film at the same final temperature would show the elastic part alone.

### (d) What the answer depends on

**The expansion difference.** It is a small difference between two larger numbers, so a modest error in either coefficient matters. An error of $0.5\times10^{-6}$ per K in the mean difference changes the stress by

$$450\ {\rm GPa}\times(0.5\times10^{-6}\ {\rm K^{-1}})\times1000\ {\rm K}=0.225\ {\rm GPa},$$

which is 25 percent of the calculated stress. For the error sizes assumed in this part, it is the largest effect. A larger strain left from growth could outweigh it.

**The modulus.** In a linearly elastic film the stress at any moment is the present modulus times the present elastic strain. The value of $M$ at the final temperature is therefore the one to use, even if the modulus changed during cooling. An error of 5 percent in it changes the stress by 5 percent, or 0.045 GPa.

**The relaxed start.** Suppose the film already has an equal in-plane elastic strain $\varepsilon_0$ at the growth temperature. This adds to the thermal mismatch, and the stress becomes $M(\varepsilon+\varepsilon_0)$. A strain of size $10^{-4}$ shifts the result by 0.045 GPa, upwards if it is tensile and downwards if it is compressive. A permanent plastic extension of the film by $10^{-4}$ in both in-plane directions during cooling lowers the stress by the same amount, since that part of the stretch is no longer elastic.

**Small strains.** Part (a) subtracted two strains that refer to the length at growth. Measured relative to the film's free length after cooling, the stretch is

$$\frac{1+\alpha_s\Delta T}{1+\alpha_f\Delta T}-1
=\frac{(\alpha_s-\alpha_f)\Delta T}{1+\alpha_f\Delta T}
=\frac{0.0020}{0.9944}.$$

This is larger than 0.0020 by 0.56 percent of that value. The size and sign depend on the length to which the coefficients refer. With coefficients referred to the current length, as in the integral of part (a), the correction is $+0.10$ percent, and with coefficients referred to the cold length it is $-0.36$ percent. The correction is far below the uncertainty in the expansion data. It covers the geometry alone and not departures from Hooke's law.

**Distance from the edges.** At a free side face, the stress normal to that face must vanish, so the uniform solution fails there. For a rigid substrate the film thickness is the only length available to set the width of the disturbed zone. The width is then a few film thicknesses. An elastic wafer gives way near the edge, and the loss of stress decays only inversely with distance. For a film that ends flush with the edge of a wafer as soft as that of Variation 1, the loss is still about 10 percent at 50 thicknesses from the edge and about 1 percent at 500. For a film 0.5 µm thick these distances are about 25 and 250 µm, so most of a wide film is unaffected.

### Comparison with a real case

The numbers lie in the regime of gallium nitride grown on silicon near 1300 K and cooled to room temperature. They are rough values, and the 0.9 GPa is not a prediction for a particular wafer. Three of the values fit less closely. The mean expansion coefficient of silicon over this interval is nearer $3.9\times10^{-6}$ than $3.6\times10^{-6}$ per K. With the film's coefficient unchanged, the difference falls to about $1.7\times10^{-6}$ per K and the stress to between 0.7 and 0.8 GPa. The in-plane Poisson ratio of the nitride is nearer 0.3 than 0.2. The wafer modulus of 180 GPa used in Variation 1 belongs to (001) silicon, whereas the nitride is usually grown on (111) silicon, for which it is about 230 GPa. Gallium nitride is a hexagonal crystal, not an isotropic solid. If its hexagonal axis is normal to the wafer, its elastic response is isotropic in the plane. The first two lines of Hooke's law with $\sigma_z=0$ then keep their form, so $\sigma=M\varepsilon$ and $M=E/(1-\nu)$ still hold, with $E$ and $\nu$ measured in the plane. The thickness change in part (c) needs a second Poisson ratio, which links in-plane stress to strain along the axis. The relaxed start can also fail. A buffer layer can be chosen to put the nitride into compression during growth, so that it offsets the tension from cooling. In the present model, a compressive growth strain of 0.0010 that survived cooling would halve the final stress, and one of 0.0020 would cancel it. Hot silicon can also deform plastically, which the elastic model leaves out.

## Variation 1: a wafer of finite thickness

*The film is 0.5 µm thick and the wafer 700 µm. The wafer's biaxial modulus is 180 GPa. By how much does the wafer's response lower the film stress, and how strongly does the wafer bend?*

Let $h$ and $H$ be the film and wafer thicknesses and $M_s$ the wafer's biaxial modulus. The symbol $\varepsilon$ keeps its meaning from part (a), the mismatch strain 0.0020.

**Wafer held flat.** Suppose first that bending is prevented but the wafer may change its length. Let $\varepsilon_f$ and $\varepsilon_s$ be the elastic strains of film and wafer. Equal total lengths require $\alpha_f\Delta T+\varepsilon_f=\alpha_s\Delta T+\varepsilon_s$, or

$$\varepsilon_f-\varepsilon_s=\varepsilon .$$

No outside force acts in the plane, so the forces per unit width cancel:

$$M h\,\varepsilon_f+M_sH\,\varepsilon_s=0
\quad\Rightarrow\quad
\varepsilon_s=-\frac{Mh}{M_sH}\,\varepsilon_f .$$

Inserting this in the first condition and multiplying by $M$ gives

$$\sigma_{\rm flat}=M\varepsilon_f=\frac{M\varepsilon}{1+Mh/(M_sH)} .$$

For $h\ll H$ this returns the result of part (b). In the opposite limit, $Mh\gg M_sH$, the film stress tends to zero and the wafer carries the whole mismatch, with stress $-M_s\varepsilon$. The layer with the much larger product of biaxial modulus and thickness dictates the length.

**Wafer free to bend.** Now let $h\ll H$ and keep the first correction in $h/H$. Measure $z$ from the middle of the wafer, with the film at $z=H/2$. The wafer's elastic strain is $\varepsilon_s(z)=\varepsilon_0+kz$, where $\varepsilon_0$ now denotes the strain of its middle plane. To this order the film pulls with force $\sigma h$ per unit width, where $\sigma=M\varepsilon$. Balance of force gives

$$\sigma h+\int_{-H/2}^{H/2}M_s(\varepsilon_0+kz)\,dz=\sigma h+M_sH\varepsilon_0=0
\quad\Rightarrow\quad \varepsilon_0=-\frac{\sigma h}{M_sH}.$$

The film force has the lever arm $H/2$, so balance of moments gives

$$\sigma h\frac H2+\int_{-H/2}^{H/2}M_s(\varepsilon_0+kz)z\,dz
=\frac{\sigma hH}{2}+\frac{M_skH^3}{12}=0
\quad\Rightarrow\quad k=-\frac{6\sigma h}{M_sH^2}.$$

At the film, the wafer's elastic strain is

$$\varepsilon_0+\frac{kH}{2}=-\frac{\sigma h}{M_sH}-\frac{3\sigma h}{M_sH}=-\frac{4\sigma h}{M_sH}.$$

The film's elastic strain falls by this amount and its stress by $M$ times as much. Relative to $\sigma$, the loss is

$$\frac{4Mh}{M_sH}=4\times\frac{450}{180}\times\frac{0.5}{700}=0.00714,$$

or 0.714 percent. One quarter of it comes from compression of the wafer, in agreement with the flat case at small $h/H$, and three quarters from bending. A balance that keeps the film's finite thickness gives 0.710 percent and a mean film stress of 0.894 GPa. The thick-wafer assumption is thus well satisfied.

The magnitude of the curvature is

$$|k|=\frac{6\times(0.9\times10^{9}\ {\rm Pa})\times(0.5\times10^{-6}\ {\rm m})}{(180\times10^{9}\ {\rm Pa})\times(700\times10^{-6}\ {\rm m})^2}=0.0306\ {\rm m^{-1}},$$

a radius of 32.7 m. Since $k$ is negative, the film side is the shorter one and lies on the concave face. The formula assumes that the wafer was flat before cooling and that its deflection stays small compared with its thickness. Under those conditions a measured curvature gives $\sigma h$ without any knowledge of the film's modulus.

## Variation 2: when could the film crack?

*Creating a crack through the film costs 4 J per square metre of crack area. Estimate the film thickness above which a long crack can grow.*

Before cracking, the two in-plane stresses each store $\tfrac12\sigma\varepsilon$ per unit volume. The energy density is

$$u_1=2\times\tfrac12\sigma\varepsilon=M\varepsilon^2=1.80\ {\rm MJ/m^3}.$$

Let a long crack run along $y$. Beside it the film can contract along $x$, so $\sigma_x$ drops towards zero. The strain along $y$ is still fixed by the wafer. If $\sigma_x$ vanishes completely, one stress $E\varepsilon$ remains, and the energy density is $u_2=\tfrac12E\varepsilon^2$. With $E=M(1-\nu)$, the energy density released is

$$u_1-u_2=M\varepsilon^2\left[1-\frac{1-\nu}{2}\right]
=M\varepsilon^2\,\frac{1+\nu}{2}
=\frac{\sigma^2(1+\nu)}{2M}=1.08\ {\rm MJ/m^3}.$$

The bond to the wafer limits how far this release extends. Model it as complete relaxation in a strip of width $ch$ on each side of the crack, where $c$ is a number that is not derived here. It depends on how far the wafer gives way beside the crack. Elastic calculations for a long crack that stops at the interface give $c$ of about 1 for a rigid wafer, about 2 for a wafer with the film's elastic constants, and about 3 for the softer wafer of Variation 1. Per unit crack length, the relaxed volume is $2ch\times h$ and the crack area is $h$. The energy released per crack area is therefore

$$G=\frac{2ch^2(u_1-u_2)}{h}=\frac{c\,h\,\sigma^2(1+\nu)}{M}.$$

Growth is possible when $G$ reaches the fracture energy $\Gamma$, which gives the critical thickness

$$h_c=\frac{\Gamma M}{c\,\sigma^2(1+\nu)} .$$

For $\Gamma=4$ J/m², this is 1.85 µm with $c=1$, 0.93 µm with $c=2$ and 0.62 µm with $c=3$. The last value is the one for the present wafer, so the estimate is "about 0.6 µm". Treating the wafer as rigid would overstate the safe thickness threefold. For the 0.5 µm film, $G$ is 3.24 J/m² with $c=3$. This lies below 4 J/m², and in this model a long crack does not grow, but the margin is small.

The stress does not depend on film thickness, but the energy available to a crack does. A film can therefore survive 0.9 GPa when thin and crack at the same stress when thick. The critical thickness also varies as $1/\sigma^2$ at fixed $\Gamma$, $M$, $\nu$ and $c$. If the expansion difference were larger by $0.5\times10^{-6}$ per K, the stress would rise by a factor 1.25 and $h_c$ would fall to $1/1.25^2=0.64$ of its value. For $c=3$ that is about 0.4 µm, and a long crack could then grow in the 0.5 µm film.

The criterion concerns the growth of a crack that already exists and stops at the interface. Starting one requires a suitable flaw, and a crack that enters the wafer or runs along the interface needs a separate energy balance. The input values of both variations are listed in the numerical output, which gives the crack estimate for $c=1$ and $c=2$.

## Calculated quantities

```
INPUTS (rough values, regime of GaN on silicon)
Film biaxial modulus: 450 GPa
Film Poisson ratio: 0.2
Film expansion coefficient: 5.6e-06 per K
Substrate expansion coefficient: 3.6e-06 per K
Excess expansion of film: 2.0e-06 per K
Temperature change: -1000 K
Substrate biaxial modulus: 180 GPa
Film thickness: 0.5 um
Substrate thickness: 700 um
Fracture energy: 4.0 J/m2
RESULTS
Free film thermal strain: -0.0056
Free substrate thermal strain: -0.0036
Elastic in-plane strain: 0.0020
Film stress, formula: 0.900 GPa
Film stress, 3D stiffness: 0.900 GPa
Elastic strain across thickness: -0.0010
Young's modulus: 360 GPa
Wrong uniaxial stress E*strain: 0.720 GPa
Wafer curvature, formula: 0.0306 per m
Wafer curvature, bilayer: 0.0304 per m
Radius of curvature, formula: 32.7 m
CRACKING ESTIMATE
Stored energy density: 1.80 MJ/m3
Released energy density: 1.08 MJ/m3
Energy per crack area, c=1: 1.08 J/m2
Critical film thickness, c=1: 1.85 um
Energy per crack area, c=2: 2.16 J/m2
Critical film thickness, c=2: 0.93 um
NEGLECTED EFFECTS
Assumed error of excess expansion: 5.0e-07 per K
  resulting stress change: 0.225 GPa
Assumed modulus error: 5 percent
  resulting stress change: 0.045 GPa
Assumed leftover or plastic strain: 1.0e-04
  resulting stress change: 0.045 GPa
Substrate loss, formula: 0.714 percent
Substrate loss, bilayer: 0.710 percent
Film stress, bilayer: 0.8936 GPa
Exact length ratio raises strain: 0.56 percent
```
